**Reduced matrix elements of C^k between spinor harmonics**

The program tests the formula \(\langle\kappa\|C^k\|\kappa'\rangle=(-1)^{j+1/2}\sqrt{(2j+1)(2j'+1)}\begin{pmatrix}j&k&j'\\ \frac12&0&-\frac12\end{pmatrix}\) for even \(l+l'+k\), and zero otherwise. Here \(j=|\kappa|-\frac12\), \(l\) is the orbital angular momentum belonging to \(\kappa\), and \(C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}\). It asserts agreement with angular quadrature for all magnetic components with \(|\kappa|,|\kappa'|\le3\) and \(k=0\) to 6, and the invariance under a flip of both signs; the deviations are near \(10^{-15}\). It also asserts the values on the z axis, the constancy of the invariant density and the relation \(\boldsymbol\sigma\cdot\hat r\,\Omega_{\kappa m}=-\Omega_{-\kappa,m}\). A quadrature search over \(|\kappa'|\le5\) finds the dipole channels \(-\kappa,\kappa+1,\kappa-1\) without zero, with the closed-form elements and the sum \(2j+1\) of their squares. For the hydrogen-like ion with \(Z=80\), the factorized line strengths are asserted to equal full four-component sums. The output gives a ratio of 1.98 for the 1s–2p3/2 and 1s–2p1/2 strengths, against 2 from the angular factors alone.

## Program and output

```python
"""
Result under test: the reduced matrix element of C^k between spinor harmonics,
  <kappa||C^k||kappa'> = (-1)^(j+1/2) sqrt((2j+1)(2j'+1))
                         * 3j(j k j'; 1/2 0 -1/2) * [l+l'+k even],
its invariance under (kappa, kappa') -> (-kappa, -kappa'), and the dipole
channels kappa' = -kappa, kappa+1, kappa-1 (zero excluded).
Symbols: j = |kappa|-1/2; l = kappa for kappa > 0, l = -kappa-1 for kappa < 0;
C^k_q = sqrt(4 pi/(2k+1)) Y_kq; the spinor harmonic couples l, then spin 1/2.
Wigner-Eckart convention: <j m|T_q|j' m'> = (-1)^(j-m) 3j(j k j';-m q m') <j||T||j'>.
Half-integers are stored doubled (two_j, two_m). Radial work is in atomic units,
with Dirac spinor (1/r)(P Omega_kappa, i Q Omega_-kappa).
"""
from functools import lru_cache
from math import factorial, gamma, pi, sqrt
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import lpmv
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan, wigner_3j

# Product grid on the sphere, exact for all polynomial degrees used here
nodes, node_weights = np.polynomial.legendre.leggauss(12)
azimuths = 2 * pi * np.arange(24) / 24
X, PHI = [a.ravel() for a in np.meshgrid(nodes, azimuths, indexing="ij")]
WEIGHTS = np.repeat(node_weights, 24) * 2 * pi / 24


def orbital_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


def doubled_j(kappa):
    return 2 * abs(kappa) - 1


def projections(kappa):
    return range(-doubled_j(kappa), doubled_j(kappa) + 1, 2)


def name(kappa):
    return "spdfgh"[orbital_l(kappa)] + f"{doubled_j(kappa)}/2"


def harmonic(l, m, x, phi):
    a = abs(m)
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - a) / factorial(l + a))
    y = norm * lpmv(a, l, x) * np.exp(1j * a * phi)
    return (-1) ** a * np.conj(y) if m < 0 else y


@lru_cache(None)
def coupling(l, two_j, m_l, two_s, two_m):
    return float(clebsch_gordan(l, Rational(1, 2), Rational(two_j, 2),
                                m_l, Rational(two_s, 2), Rational(two_m, 2)))


def spinor(kappa, two_m, x, phi):
    l = orbital_l(kappa)
    parts = []
    for two_s in (1, -1):
        m_l = (two_m - two_s) // 2
        if abs(m_l) > l:
            parts.append(np.zeros(len(x), complex))
        else:
            c = coupling(l, doubled_j(kappa), m_l, two_s, two_m)
            parts.append(c * harmonic(l, m_l, x, phi))
    return np.array(parts)


@lru_cache(None)
def grid_spinor(kappa, two_m):
    return spinor(kappa, two_m, X, PHI)


@lru_cache(None)
def grid_c(k, q):
    return sqrt(4 * pi / (2 * k + 1)) * harmonic(k, q, X, PHI)


@lru_cache(None)
def threej(two_j, k, two_jp, two_m, q, two_mp):
    return float(wigner_3j(Rational(two_j, 2), k, Rational(two_jp, 2),
                           Rational(two_m, 2), q, Rational(two_mp, 2)))


def integrand(ka, kb, k, two_m, two_mp):
    q = (two_m - two_mp) // 2
    if abs(q) > k:
        return np.zeros(len(X), complex)
    overlap = np.sum(np.conj(grid_spinor(ka, two_m)) * grid_spinor(kb, two_mp), axis=0)
    return overlap * grid_c(k, q)


def geometry(ka, kb, k):
    """Wigner-Eckart factors for all m, m' (with q = m - m')."""
    ja, jb = doubled_j(ka), doubled_j(kb)
    out = np.zeros((ja + 1, jb + 1))
    for a, m in enumerate(projections(ka)):
        for b, mp in enumerate(projections(kb)):
            q = (m - mp) // 2
            if abs(q) <= k:
                out[a, b] = (-1) ** ((ja - m) // 2) * threej(ja, k, jb, -m, q, mp)
    return out


@lru_cache(None)
def quadrature_data(ka, kb, k):
    """All matrix elements by quadrature, and the invariant density on the grid."""
    factors = geometry(ka, kb, k)
    elements = np.zeros(factors.shape, complex)
    density = np.zeros(len(X), complex)
    for a, m in enumerate(projections(ka)):
        for b, mp in enumerate(projections(kb)):
            f = integrand(ka, kb, k, m, mp)
            elements[a, b] = np.sum(WEIGHTS * f)
            density += factors[a, b] * f
    return elements, density


def reduced_quadrature(ka, kb, k):
    return np.sum(WEIGHTS * quadrature_data(ka, kb, k)[1]).real


def reduced_formula(ka, kb, k):
    if (orbital_l(ka) + orbital_l(kb) + k) % 2:
        return 0.0
    ja, jb = doubled_j(ka), doubled_j(kb)
    return ((-1) ** ((ja + 1) // 2) * sqrt((ja + 1) * (jb + 1))
            * threej(ja, k, jb, 1, 0, -1))


# Spinors on the z axis, and the action of sigma.r on spinor harmonics
kappas = [-1, 1, -2, 2, -3, 3]
pole_x, pole_phi = np.array([1.0]), np.array([0.0])
sin_theta = np.sqrt(1 - X**2)
axis_error = flip_error = 0.0
for ka in kappas:
    size = sqrt(abs(ka) / (4 * pi))
    for m in projections(ka):
        expected = np.zeros(2)
        if m == 1:
            expected[0] = -np.sign(ka) * size
        if m == -1:
            expected[1] = size
        value = spinor(ka, m, pole_x, pole_phi)[:, 0]
        axis_error = max(axis_error, np.max(abs(value - expected)))
        up, down = grid_spinor(ka, m)
        rotated = np.array([X * up + sin_theta * np.exp(-1j * PHI) * down,
                            sin_theta * np.exp(1j * PHI) * up - X * down])
        flip_error = max(flip_error, np.max(abs(rotated + grid_spinor(-ka, m))))
assert axis_error < 1e-12 and flip_error < 1e-12

# General formula, constant density, and double sign flip
formula_error = density_error = double_flip = 0.0
cases = nonzero = 0
for ka in kappas:
    for kb in kappas:
        for k in range(7):
            elements, density = quadrature_data(ka, kb, k)
            predicted = geometry(ka, kb, k) * reduced_formula(ka, kb, k)
            formula_error = max(formula_error, np.max(abs(elements - predicted)))
            r = reduced_quadrature(ka, kb, k)
            density_error = max(density_error, np.max(abs(density - r / (4 * pi))))
            flipped = quadrature_data(-ka, -kb, k)[0]
            double_flip = max(double_flip, np.max(abs(elements - flipped)))
            cases += 1
            present = np.max(abs(elements)) > 1e-10
            nonzero += int(present)
            if present:
                assert np.max(abs(quadrature_data(-ka, kb, k)[0])) < 1e-11
assert max(formula_error, density_error, double_flip) < 1e-11
print(f"Triples (kappa,kappa',k) tested: {cases}, nonzero: {nonzero}")
print(f"Largest error of the general formula: {formula_error:.1e}")
print(f"Largest variation of invariant density: {density_error:.1e}")
print(f"Largest change under double sign flip: {double_flip:.1e}")
print(f"Largest error of sigma.r relation: {flip_error:.1e}")

# The same flip when each spinor harmonic carries an extra factor i^l
with_phase = 1j ** (orbital_l(1) - orbital_l(-1)) * reduced_quadrature(-1, 1, 1)
with_phase_flipped = 1j ** (orbital_l(-1) - orbital_l(1)) * reduced_quadrature(1, -1, 1)
phase_ratio = (with_phase_flipped / with_phase).real
assert abs(phase_ratio + 1) < 1e-11
print(f"Flip ratio with i^l phases, s1/2-p1/2: {phase_ratio:.3f}")


def dipole_closed_form(ka, kb):
    n = abs(ka)
    if kb == -ka:
        return -sqrt(2 * n / (4 * n * n - 1))
    if abs(kb) == n + 1:
        return -sqrt(2 * n * (n + 1) / (2 * n + 1))
    return sqrt(2 * n * (n - 1) / (2 * n - 1))


# Search for dipole channels by quadrature
print("Dipole channels: bra, ket, kappa, kappa', element, square")
for ka in kappas:
    found, total = set(), 0.0
    for kb in [s * n for n in range(1, 6) for s in (-1, 1)]:
        strength = np.sum(abs(quadrature_data(ka, kb, 1)[0]) ** 2)
        total += strength
        if strength > 1e-10:
            found.add(kb)
            r = reduced_quadrature(ka, kb, 1)
            assert abs(r - dipole_closed_form(ka, kb)) < 1e-11
            assert abs(r * r - strength) < 1e-11
            print(f"  {name(ka)} {name(kb)} {ka:+d} {kb:+d} {r:+.6f} {r*r:.6f}")
    assert found == {-ka, ka + 1, ka - 1} - {0}
    assert abs(total - (doubled_j(ka) + 1)) < 1e-11
    print(f"  sum of squares for {name(ka)}: {total:.6f}")

# Dirac-Coulomb bound states as finite power series times r^g exp(-lam r)
c = 1 / constants.fine_structure


def coulomb_state(charge, n, kappa):
    g = sqrt(kappa**2 - (charge / c) ** 2)
    n_r = n - abs(kappa)
    total_energy = c**2 / sqrt(1 + (charge / c / (n_r + g)) ** 2)
    lam = sqrt(c**4 - total_energy**2) / c
    terms = n_r + 1
    system = np.zeros((2 * (terms + 1), 2 * terms))
    for i in range(terms + 1):
        if i < terms:
            system[2 * i, i] = g + i + kappa
            system[2 * i, terms + i] = -charge / c
            system[2 * i + 1, terms + i] = g + i - kappa
            system[2 * i + 1, i] = charge / c
        if i > 0:
            system[2 * i, i - 1] = -lam
            system[2 * i, terms + i - 1] = -(total_energy + c**2) / c
            system[2 * i + 1, terms + i - 1] = -lam
            system[2 * i + 1, i - 1] = (total_energy - c**2) / c
    _, singular, vectors = np.linalg.svd(system)
    # a single null vector means that the radial equations are solved
    assert singular[-1] < 1e-10 * singular[0] < singular[-2]
    solution = vectors[-1] * np.sign(vectors[-1][0])
    state = {"g": g, "lam": lam, "E": total_energy - c**2,
             "P": solution[:terms], "Q": solution[terms:]}
    norm = sqrt(radial(state, state, "P", 0) + radial(state, state, "Q", 0))
    state["P"], state["Q"] = state["P"] / norm, state["Q"] / norm
    return state


def radial(a, b, part, power):
    """Integral of r^power times the product of the chosen components."""
    value = 0.0
    for i, ca in enumerate(a[part]):
        for k, cb in enumerate(b[part]):
            e = a["g"] + b["g"] + i + k + power + 1
            value += ca * cb * gamma(e) / (a["lam"] + b["lam"]) ** e
    return value


# Nonrelativistic 1s-2p radial integral for unit charge, from Schroedinger functions
nonrel = quad(lambda r: r**3 * 2 * np.exp(-r) * r * np.exp(-r / 2) / (2 * sqrt(6)),
              0, 80)[0]
light_s = coulomb_state(1, 1, -1)
for kb in (1, -2):
    light_p = coulomb_state(1, 2, kb)
    moment = radial(light_s, light_p, "P", 1) + radial(light_s, light_p, "Q", 1)
    # remaining difference is relativistic, of order (1/c)^2
    assert abs(abs(moment) / nonrel - 1) < 3e-4

Z = 80
ground = coulomb_state(Z, 1, -1)
excited = {1: coulomb_state(Z, 2, 1), -2: coulomb_state(Z, 2, -2)}
print(f"Z = {Z}, c = {c:.6f} a.u., Z/c = {Z/c:.6f}")
for label, state in (("1s1/2", ground), ("2p1/2", excited[1]), ("2p3/2", excited[-2])):
    print(f"{label}: gamma {state['g']:.6f}, lambda {state['lam']:.5f} /bohr, "
          f"E {state['E']:.3f} hartree")
strengths = {}
for kb, state in excited.items():
    large, small = radial(ground, state, "P", 1), radial(ground, state, "Q", 1)
    angular = reduced_formula(-1, kb, 1)
    strength = (angular * (large + small)) ** 2
    four_component = np.sum(abs(large * quadrature_data(-1, kb, 1)[0]
                                + small * quadrature_data(1, -kb, 1)[0]) ** 2)
    assert abs(four_component / strength - 1) < 1e-11
    wrong = (angular * (large - small)) ** 2
    schroedinger = (angular * nonrel / Z) ** 2
    strengths[kb] = strength
    print(f"1s1/2-2{name(kb)}:")
    print(f"  large part {large:.6e} bohr, small part {small:.6e} bohr")
    print(f"  line strength S = {strength:.6e} bohr^2")
    print(f"  four-component sum = {four_component:.6e} bohr^2")
    print(f"  nonrelativistic S = {schroedinger:.6e} bohr^2")
    print(f"  S / nonrelativistic S = {strength/schroedinger:.5f}")
    print(f"  S(wrong small-part sign) / S = {wrong/strength:.5f}")
print(f"Nonrelativistic radial integral, Z=1: {nonrel:.6f} bohr")
angular_ratio = (reduced_formula(-1, -2, 1) / reduced_formula(-1, 1, 1)) ** 2
print(f"S(2p3/2)/S(2p1/2) = {strengths[-2]/strengths[1]:.5f}")
print(f"Angular ratio alone = {angular_ratio:.5f}")
print("finished without a failed check")
```

It prints:

```
Triples (kappa,kappa',k) tested: 252, nonzero: 56
Largest error of the general formula: 1.2e-15
Largest variation of invariant density: 2.5e-16
Largest change under double sign flip: 3.3e-16
Largest error of sigma.r relation: 3.8e-16
Flip ratio with i^l phases, s1/2-p1/2: -1.000
Dipole channels: bra, ket, kappa, kappa', element, square
  s1/2 p1/2 -1 +1 -0.816497 0.666667
  s1/2 p3/2 -1 -2 -1.154701 1.333333
  sum of squares for s1/2: 2.000000
  p1/2 s1/2 +1 -1 -0.816497 0.666667
  p1/2 d3/2 +1 +2 -1.154701 1.333333
  sum of squares for p1/2: 2.000000
  p3/2 s1/2 -2 -1 +1.154701 1.333333
  p3/2 d3/2 -2 +2 -0.516398 0.266667
  p3/2 d5/2 -2 -3 -1.549193 2.400000
  sum of squares for p3/2: 4.000000
  d3/2 p1/2 +2 +1 +1.154701 1.333333
  d3/2 p3/2 +2 -2 -0.516398 0.266667
  d3/2 f5/2 +2 +3 -1.549193 2.400000
  sum of squares for d3/2: 4.000000
  d5/2 p3/2 -3 -2 +1.549193 2.400000
  d5/2 f5/2 -3 +3 -0.414039 0.171429
  d5/2 f7/2 -3 -4 -1.851640 3.428571
  sum of squares for d5/2: 6.000000
  f5/2 d3/2 +3 +2 +1.549193 2.400000
  f5/2 d5/2 +3 -3 -0.414039 0.171429
  f5/2 g7/2 +3 +4 -1.851640 3.428571
  sum of squares for f5/2: 6.000000
Z = 80, c = 137.035999 a.u., Z/c = 0.583788
1s1/2: gamma 0.811906, lambda 80.00000 /bohr, E -3532.192 hartree
2p1/2: gamma 0.811906, lambda 42.02495 /bohr, E -904.848 hartree
2p3/2: gamma 1.912901, lambda 40.00000 /bohr, E -817.807 hartree
1s1/2-2p1/2:
  large part 1.476812e-02 bohr, small part -8.164323e-04 bohr
  line strength S = 1.297663e-04 bohr^2
  four-component sum = 1.297663e-04 bohr^2
  nonrelativistic S = 1.734153e-04 bohr^2
  S / nonrelativistic S = 0.74830
  S(wrong small-part sign) / S = 1.24777
1s1/2-2p3/2:
  large part 1.324754e-02 bohr, small part 6.368123e-04 bohr
  line strength S = 2.570338e-04 bohr^2
  four-component sum = 2.570338e-04 bohr^2
  nonrelativistic S = 3.468306e-04 bohr^2
  S / nonrelativistic S = 0.74109
  S(wrong small-part sign) / S = 0.82495
Nonrelativistic radial integral, Z=1: 1.290266 bohr
S(2p3/2)/S(2p1/2) = 1.98074
Angular ratio alone = 2.00000
finished without a failed check
```
